# A separable model operator for one-electron QED recoil, tested in tin ions, part 1

(Sections cited here and not found follow in the second part.)

## The form of the operator

An electron bound to a nucleus of charge $Ze$ and mass $M\gg m$ has its levels shifted by the motion of the nucleus. To first order in $m/M$ the shift is a matrix element of a one-electron operator $\hat R$, and much of its form follows from symmetry and dimensions. For a spinless nucleus $\hat R$ is a rotational scalar of even parity, so it connects only states with the same Dirac quantum number $\kappa$ and the same projection of $j$, and it acts as a separate radial operator in each $\kappa$ block. For a point nucleus the only energy is $mc^2$ and the only parameter is $\alpha Z=Ze^2/\hbar c$ (Gaussian units), so every element is $(m/M)\,mc^2$ times a function of $\alpha Z$. The Breit part of the recoil accounts for the orders $(\alpha Z)^2$ and $(\alpha Z)^4$. One part of the remainder is the retardation of a photon exchanged with the moving nucleus. This part carries the coupling $\alpha Z$, two atomic momenta of size $\alpha Z\,mc$ and one excitation energy of size $(\alpha Z)^2mc^2$, which makes $(\alpha Z)^5$. For s states at low $Z$ the low-frequency logarithm of the remainder is a contact term, as shown below, and scales as $\psi_i(0)\psi_k(0)\propto(n_in_k)^{-3/2}$. Taking this factor out defines $F_{ik}$:

$$R_{ik}=\frac{m}{M}\,\frac{(\alpha Z)^5}{\pi}\,mc^2\,\frac{F_{ik}(\alpha Z)}{(n_in_k)^{3/2}},$$

with $F_{ik}$ dimensionless and, for s states, varying much less with $n_i,n_k$ than the factor $(n_in_k)^{-3/2}$ taken out. The contact term suggests a model operator made of a few terms $|\phi_i\rangle B_{ik}\langle\phi_k|$ with $\phi_i$ localized near the nucleus. The task is to compute $F_{ik}$, fit $B$, and measure the error on states outside the fit.

## The operator to be modelled

The starting point is Shabaev's one-electron recoil operator, a result of bound-state QED that is taken here as given:

$$P(E)=\frac{i}{2\pi M}\int_{-\infty}^{\infty}d\omega\,[\mathbf p-\mathbf D(\omega)]\cdot G(E+\omega)\,[\mathbf p-\mathbf D(\omega)],\qquad G(z)=\sum_n\frac{|n\rangle\langle n|}{z-\varepsilon_n(1-i0)}.$$

The sum runs over the whole Dirac spectrum, $\omega$ is an energy, and

$$D_k(\omega)=\frac{Ze^2}{c}\left[\alpha_k\frac{e^{iqr}}{r}+(\boldsymbol\alpha\cdot\nabla)\nabla_k\frac{e^{iqr}-1}{q^2r}\right],\qquad q=\frac{\sqrt{\omega^2+i0}}{\hbar c},\quad \mathrm{Im}\,q>0,$$

is the transverse photon propagator of the Coulomb gauge. The formula is exact in $\alpha Z$ for a point nucleus. Recoil terms that involve two electrons are outside it and outside this section.

On the imaginary axis $\omega=iy$ one has $q=i\eta$, $\eta=|y|/\hbar c$. With $x=\eta r$ and $g(x)=(1-e^{-x})/x$, the function under the gradients is $\varphi=(1-e^{-\eta r})/\eta^2r=g(x)/\eta$, so $\varphi'=g'$ and $\varphi''=\eta g''$. For a radial function $\nabla_l\nabla_k\varphi=\delta_{lk}\varphi'/r+n_ln_k(\varphi''-\varphi'/r)$, which gives

$$\mathbf D=\frac{Ze^2}{cr}\,[\boldsymbol\alpha\,a(x)+\mathbf n(\boldsymbol\alpha\cdot\mathbf n)\,b(x)],\qquad a=e^{-x}+g',\qquad b=xg''-g'.$$

From $g=1-x/2+x^2/6-\dots$ follow $g'=-\tfrac12+\tfrac x3$ and $xg''=\tfrac x3$ to first order, so $a=\tfrac12-\tfrac23x+O(x^2)$ and $b=\tfrac12+O(x^2)$. The closed forms lose digits at small $x$, so the power series is used for $|x|<1$. The program tests $a$ and $b$ against a numerical Hessian of $\varphi$ on both sides of that switch.

The unretarded limit defines the Breit-level operator

$$H_{\rm NMS}=\frac{1}{2M}\left[\mathbf p^2-\mathbf p\cdot\mathbf D(0)-\mathbf D(0)\cdot\mathbf p\right],$$

which is local in energy and needs no model. The object to be modelled is the remainder,

$$R_{ik}=\langle i|\tfrac12[P(\varepsilon_i)+P(\varepsilon_k)]-H_{\rm NMS}|k\rangle .$$

## The frequency integral

Put $\Delta_n=\varepsilon_n-E$ and $f_n(\omega)=\langle i|\mathbf p-\mathbf D|n\rangle\cdot\langle n|\mathbf p-\mathbf D|k\rangle$. The cuts of $q$ lie where $\omega^2+i0$ is real and positive, that is just below the positive and just above the negative real axis, so quadrants I and III are free of them. The poles $\omega=\Delta_n-i0\,\mathrm{sgn}\,\varepsilon_n$ lie in quadrant II for negative-energy states, in quadrant IV for positive-energy states above $E$, and in quadrant III for positive-energy states below $E$. The contour is rotated counterclockwise onto the imaginary axis. At infinity $f_n$ tends to the constant $\langle\mathbf p\rangle\cdot\langle\mathbf p\rangle$, and the two arcs contribute $\int d\omega/\omega=+i\pi/2$ and $-i\pi/2$, which cancel. The poles of quadrant III are encircled clockwise and give $(i/2\pi)(-2\pi i)f_n=+f_n$, with $q=|\Delta_n|/\hbar c$, that is $x=-i|\Delta_n|r/\hbar c$ in the same functions $a,b$. On the axis $1/(iy-\Delta)=-(\Delta+iy)/(\Delta^2+y^2)$, and $f_n$ is even in $y$, so

$$\frac{i}{2\pi}\int i\,dy\,\frac{f_n}{iy-\Delta_n}=\frac1\pi\int_0^\infty dy\,f_n(iy)\frac{\Delta_n}{\Delta_n^2+y^2}.$$

This jumps when $\Delta_n$ passes through zero, which matters because 2s and 2p$_{1/2}$ are degenerate in the Coulomb field. The jump is removed by subtracting $f_n(0)$. Its integral is $\tfrac12\mathrm{sgn}\Delta_n\,f_n(0)$, and $\tfrac12\mathrm{sgn}\Delta_n+\theta(0<\varepsilon_n<E)=\tfrac12-\theta(-\varepsilon_n)$. By completeness $\tfrac12\sum_nf_n(0)=MH_{\rm NMS}+\tfrac12\mathbf D(0)^2$. Therefore

$$M\langle i|P(E)-H_{\rm NMS}|k\rangle=\sum_n\Big\{\tfrac12\langle \mathbf D(0)\mathbf D(0)\rangle_n-\theta(-\varepsilon_n)f_n(0)+\frac1\pi\int_0^\infty\!dy\,[f_n(iy)-f_n(0)]\frac{\Delta_n}{\Delta_n^2+y^2}$$
$$+\;\theta(0<\varepsilon_n<E)\,[\mathrm{Re}f_n(|\Delta_n|)-f_n(0)]\Big\}.$$

Since $f_n(iy)-f_n(0)=O(y)$, the integral vanishes as $\Delta_n\ln|\Delta_n|$ at a degeneracy and the last term vanishes too. The imaginary part of the residue corrects the decay width and is dropped.

With $y=e^t$ the weight becomes $\tfrac12\mathrm{sgn}\Delta\,\mathrm{sech}(t-\ln|\Delta|)\,dt$. It has poles at $\mathrm{Im}\,t=\pm\pi/2$, and $e^{-x}$ stays bounded inside the same strip. The trapezoid rule of step $h$ for a function analytic in a strip of half-width $d$ has relative error of order $e^{-2\pi d/h}=e^{-\pi^2/h}$, about $3\times10^{-9}$ for $h=\tfrac12$. Part of this margin is used up: the first term is of order $(\alpha Z)^4$ and cancels against the negative-energy terms down to $(\alpha Z)^5$, so a factor of order $1/\alpha Z$ is lost, on top of the prefactor 4 in the trapezoid error of a sech. For 1s at $Z=4$ the relative error of $F$ is about $120\,e^{-\pi^2/h}$, or $3\times10^{-7}$ at $h=\tfrac12$.

## Angular reduction

Write $\psi=r^{-1}(G\,\Omega_\kappa,\ iF\,\Omega_{-\kappa})$ with $(\boldsymbol\sigma\cdot\mathbf n)\Omega_\kappa=-\Omega_{-\kappa}$ and $\boldsymbol\sigma\cdot\mathbf L\,\Omega_\kappa=-(1+\kappa)\Omega_\kappa$ ($\mathbf L$ in units of $\hbar$). Let $C=\langle\kappa_n\|\mathbf n\|\kappa\rangle$. Because $(\boldsymbol\sigma\cdot\mathbf n)\,\mathbf n\,(\boldsymbol\sigma\cdot\mathbf n)=\mathbf n$, also $\langle-\kappa_n\|\mathbf n\|-\kappa\rangle=C$.

The gradient follows from $\nabla_k=\tfrac12[\nabla^2,r_k]$. On $u=rf$ the Laplacian is $d^2/dr^2-l(l+1)/r^2$ with $l(l+1)=\kappa(\kappa+1)$, so the radial factor is $\tfrac12[(ru)''-ru'']+[l(l+1)-l_n(l_n+1)]u/2r$. For the lower component $\kappa\to-\kappa$. Thus $\langle n\|\mathbf p\|i\rangle=-iC\,t^p$ with

$$t^p=\hbar\!\int\!dr\,[G_n(G'+c_uG/r)+F_n(F'+c_lF/r)],\qquad c_{u,l}=\tfrac12[\kappa(\kappa\pm1)-\kappa_n(\kappa_n\pm1)].$$

For $\mathbf n(\boldsymbol\alpha\cdot\mathbf n)$ the upper-lower term is $G_n(iF)(-C)$ and the lower-upper term is $(-iF_n)G(-C)$, together $-iC(G_nF-F_nG)$. For $\boldsymbol\alpha$ one uses $[L_j,n_k]=i\epsilon_{jkl}n_l$, which gives $[\boldsymbol\sigma\cdot\mathbf L,\mathbf n]=i\,\mathbf n\times\boldsymbol\sigma$. From $\sigma_j(\boldsymbol\sigma\cdot\mathbf n)=n_j+i(\mathbf n\times\boldsymbol\sigma)_j$ follows $(\mathbf n\times\boldsymbol\sigma)(\boldsymbol\sigma\cdot\mathbf n)=i\,\mathbf n\times(\mathbf n\times\boldsymbol\sigma)=i[\mathbf n(\boldsymbol\sigma\cdot\mathbf n)-\boldsymbol\sigma]$. Hence $\boldsymbol\sigma=\{\mathbf n+[\boldsymbol\sigma\cdot\mathbf L,\mathbf n]\}(\boldsymbol\sigma\cdot\mathbf n)$. With $\delta=\kappa_n-\kappa$ the commutator between $\Omega_{\kappa_n}$ and $\Omega_\kappa$ gives $-\delta\,C$, so $\langle\kappa_n\|\boldsymbol\sigma\|-\kappa\rangle=-C(1-\delta)$ and $\langle-\kappa_n\|\boldsymbol\sigma\|\kappa\rangle=-C(1+\delta)$. Collecting terms, $\langle n\|\mathbf D\|i\rangle=-iC\,t^D$ with

$$t^D=\frac{Ze^2}{c}\int\frac{dr}{r}\,[(a+b-\delta a)\,G_nF-(a+b+\delta a)\,F_nG].$$

For real $a,b$ the operator $\mathbf p-\mathbf D$ is Hermitian, and the sum over components and over the projection of $n$ gives

$$f_n=w\,(t^p-t^D)_{ni}\,(t^p-t^D)_{nk},\qquad w=\frac{C^2}{2j+1}=(2j_n+1)\begin{pmatrix}j_n&1&j\\ \tfrac12&0&-\tfrac12\end{pmatrix}^2 .$$

At the residues this bilinear form is continued to complex $x$ without conjugation. The channels are $\kappa_n=-\kappa,\ \kappa\pm1$ (nonzero), and $\sum w=1$ because $\mathbf n\cdot\mathbf n=1$, which the program asserts. For s $\to$ p$_{1/2}$ the angular average of $(\boldsymbol\sigma\cdot\mathbf n)n_k$ is $\sigma_k/3$, so $w=\sum_k\sigma_k^2/9=\tfrac13$.

## The finite spectrum

In this part lengths are in $\hbar/mc$ and energies in $mc^2$. With $\mathcal D=d/dr+\kappa/r$ and $\mathcal D^\dagger=-d/dr+\kappa/r$ the radial Hamiltonian has diagonal entries $V+1$, $V-1$ and off-diagonal entries $\mathcal D^\dagger$ (upper row), $\mathcal D$ (lower row). The point nucleus is represented by a uniformly charged sphere of radius $R=10^{-4}$ in $V$, while $\mathbf D$ keeps its point form. From B-splines $\pi_i$ of degree 7, on three intervals inside $R$ and 90 geometric intervals outside, dual kinetic balance builds

$$u_i=(\pi_i,\ \tfrac12\mathcal D\pi_i),\qquad v_i=(-\tfrac12\mathcal D^\dagger\pi_i,\ \pi_i).$$

The two families are orthogonal, since $\langle v|u\rangle=-\tfrac12\langle\mathcal D^\dagger\pi'|\pi\rangle+\tfrac12\langle\pi'|\mathcal D\pi\rangle=0$. For $V=0$, $H_0u=(\pi+\tfrac12\mathcal D^\dagger\mathcal D\pi,\ \tfrac12\mathcal D\pi)$. The $uu$ block is then $1+\tfrac34\mathcal D^\dagger\mathcal D$ against the overlap $1+\tfrac14\mathcal D^\dagger\mathcal D$, a ratio between 1 and 3, and the coupling is $\langle v|H_0|u\rangle=-\tfrac14\langle\mathcal D^\dagger\pi'|\mathcal D^\dagger\mathcal D\pi\rangle$.

A $u$ function at short distance has diagonal energy near $3+V$, which lies in the gap for $-4<V<-2$ and below it where $V$ is deeper. Only its coupling to the $v$ family pushes it out. If the $u$ family has one more member than the $v$ family, the coupling matrix is rectangular and has a null vector, which the free coupling does not push (the coupling through $V$ is left out of this count). If both families use the same splines, the matrix is square. For $\kappa=-1$ and $\pi=rq$ one has $\mathcal D^\dagger\pi=-(2q+rq')$ and $\mathcal D^\dagger\mathcal D\pi=-(2q'+rq'')$. The product integrates term by term: $\int4qq'=-2q(0)^2$, $\int2rqq''=q(0)^2-2\int rq'^2$, $\int2rq'^2$, and $\int r^2q'q''=-\int rq'^2$. The sum is $-q(0)^2-\int rq'^2dr$, which is definite, so the square matrix has no null vector. The spline that starts as $r^{|\kappa|}$ must also be present, because the regular solution starts that way. Both families are therefore started at $r^{|\kappa|}$.

The s levels at $Z=50$ show the three cases. The Dirac formula gives $0.931059,\ 0.982614,\ 0.992341,\ 0.995720$, and the paired basis reproduces all six digits. Starting both families at $r^{|\kappa|+1}$ gives $0.928860$ for 1s, below the exact value, which is possible because a Dirac eigenvalue is not a minimum. The basis with one unpaired $u$ function has the right levels preceded by a spurious one at $0.388363$. That this level descends from the null vector is consistent with the counting but is not tested. The program asserts that the lowest level above $-mc^2$ is the Dirac one for $\kappa=-1,1,-2,2,-3$, and that all hydrogenic reference energies are right to $10^{-5}$ of the binding energy.

## Checks of the direct evaluation

The expectation value of $H_{\rm NMS}$ in a Coulomb state has a closed form. Take $\hbar=c=1$, $V=-k/r$, $k=\alpha Z$, so that $G'=-\kappa G/r+(\varepsilon+m-V)F$ and $F'=\kappa F/r-(\varepsilon-m-V)G$. Since $\nabla\cdot\mathbf D(0)=0$, the two cross terms are equal. From $(H-V)^2=p^2+m^2$, $\langle p^2\rangle=\varepsilon^2-m^2-2\varepsilon\langle V\rangle+\langle V^2\rangle$. Next, $\boldsymbol\alpha\cdot\mathbf p\,\psi=(\varepsilon-\beta m-V)\psi$, and the radial density of $(\boldsymbol\alpha\cdot\mathbf n)(\mathbf n\cdot\mathbf p)$ is $FG'-GF'$, which equals that of $\varepsilon-\beta m-V$ minus $2\kappa FG/r$. So

$$2M\langle H_{\rm NMS}\rangle=\varepsilon^2-m^2-\langle V^2\rangle-2m\langle\beta V\rangle+2k\kappa\!\int\! FG/r^2 .$$

The radial equations give $(FG)'=m(G^2+F^2)-(\varepsilon-V)(G^2-F^2)$, $(G^2+F^2)'=-2\kappa(G^2-F^2)/r+4mFG$ and $(G^2-F^2)'=-2\kappa(G^2+F^2)/r+4(\varepsilon-V)FG$. Integrating the first gives $\langle\beta V\rangle=\varepsilon\langle\beta\rangle-m$, and $\langle\beta\rangle=\partial\varepsilon/\partial m=\varepsilon/m$, so $-2m\langle\beta V\rangle=2m^2-2\varepsilon^2$. Integrating the other two and eliminating $\int FG$ gives $\kappa(m\langle r^{-1}\rangle-\varepsilon\langle\beta r^{-1}\rangle)=2mk\int FG/r$. Weighting the first two with $1/r$ and integrating by parts (the boundary terms vanish for $\sqrt{\kappa^2-k^2}>\tfrac12$) gives $\int FG/r^2=m\langle r^{-1}\rangle-\varepsilon\langle\beta r^{-1}\rangle-k\langle\beta r^{-2}\rangle$ and $4m\int FG/r=\langle r^{-2}\rangle+2\kappa\langle\beta r^{-2}\rangle$. Combining the three, $\kappa\int FG/r^2=\tfrac k2\langle r^{-2}\rangle$, which cancels $\langle V^2\rangle$. Restoring units,

$$\langle H_{\rm NMS}\rangle=\frac{m^2c^4-\varepsilon^2}{2Mc^2}.$$

The program forms the left side from the spectral sum of $t^p$ and $t^D$, which tests the angular factors and the completeness of the basis, to $10^{-5}$ at $Z=2,4$ and $10^{-3}$ at $Z=50$. For 1s at $Z=50$ it finds $0.066561$ against $0.066564$ in units of $(m/M)mc^2$.

The retarded part is tested against the established low-$Z$ expansion $F=F_S+\pi\alpha Z\,D_{60}+O((\alpha Z)^2\ln^2\alpha Z)$. The Salpeter term is $F_S=-\tfrac23\ln\alpha Z-\tfrac83\ln k_0-\tfrac19-\tfrac73a_n$ for $l=0$, with $a_n=-2[\ln(2/n)+\sum_{j\le n}1/j+1-1/2n]$, and $F_S=-\tfrac83\ln k_0-\tfrac73/[l(l+1)(2l+1)]$ for $l>0$. The coefficient $D_{60}$ is $4\ln2-\tfrac72$ for $l=0$ and $2[3-l(l+1)/n^2]/[(4l^2-1)(2l+3)]$ otherwise. The Bethe logarithms, computed from a separate Schrödinger basis, are $2.9841$, $2.8118$, $-0.0300$ for 1s, 2s, 2p. At $Z=4$:

| state | $F$ | $F_S$ | $\pi\alpha Z D_{60}$ | rest |
|---|---|---|---|---|
| 1s | 4.4644 | 4.5219 | −0.0667 | 0.0092 |
| 2s | 5.1928 | 5.2468 | −0.0667 | 0.0127 |
| 2p$_{1/2}$ | −0.2773 | −0.3088 | 0.0306 | 0.0009 |
| 2p$_{3/2}$ | −0.2795 | −0.3088 | 0.0306 | −0.0012 |

The asserted limits on the rest are $25(\alpha Z)^2\approx0.021$ for s and $5(\alpha Z)^2\approx0.004$ for p, both smaller than the $D_{60}$ term. The s entries depend on the sphere radius, linearly at this $Z$ ($F(1s)=4.4672$ for $R=10^{-3}\hbar/mc$), so for a point nucleus $F$ and the rest are about $0.0003$ lower for 1s and 2s.

At $Z=50$, $F(1s)=2.9146$ is unchanged with 70 intervals and $h=0.4$, and becomes $2.9200$ for $R=10^{-3}\hbar/mc$; the asserted limits are 0.2% and 2%. If the radius dependence is a power $R^{2\gamma-1}$ with $\gamma=0.93106$, as the point-nucleus density $r^{2\gamma}$ weighted with $r^{-2}$ suggests, the residual at $R=10^{-4}$ is $0.0054/(10^{0.862}-1)\approx0.001$. Going on to $R=10^{-5}$ gives $F(1s)=2.9138$, an exponent of $0.857$ and a residual of $0.0009$ at $R=10^{-4}$. Between $R=10^{-4}$ and $10^{-5}$ the s values of $F$ given below fall by $0.0006$ to $0.0009$ and the p$_{1/2}$ values by about $3\times10^{-5}$, while the p$_{3/2}$ values and the percentage errors of the model for s states stay as they are. As point-nucleus results the s values are therefore too high by up to $0.001$.

The one-electron recoil remainder beyond the Breit level can now be computed directly, and the results agree with the low-$Z$ expansion within the asserted limits. It remains to explain the averaging over the two energies, fit the separable model operator, and measure its error on states outside the fit, including screened tin ions.
